# Trough stress of a shallow sinusoidal surface under in-plane load

## 1. The incompressible solid

A solid fills the region below $y=h(x)=A\cos kx$, with $A>0$ and $k>0$. Here $A$ is half the peak-to-valley height, and the slope is small: $Ak\ll1$. With a flat surface the solid would carry a uniform stress $\sigma_{xx}=\sigma_0$, tension being positive. The free surface transmits no force.

An outward vector normal to the surface is $(-h',1)$. The uniform stress alone would leave a force per area $-\sigma_0h'$ along $x$ on the tilted surface. An added stress $s_{ij}$ must cancel it. To first order this can be required on the flat plane $y=0$:

$$s_{xy}(x,0)=\sigma_0h'=-\sigma_0Ak\sin kx,\qquad s_{yy}(x,0)=0. \tag{1}$$

The ripple thus acts as a shear load on a flat surface.

Let the solid be incompressible, with shear modulus $G$, and let the added deformation be plane. Then $s_{ij}=-p\,\delta_{ij}+2Ge_{ij}$, where $e_{ij}$ is the added strain and $p$ a pressure. Try the displacement

$$u_x=B(1+ky)e^{ky}\sin kx,\qquad u_y=-Bky\,e^{ky}\cos kx .$$

It decays into the solid. Its strains are

$$e_{xx}=-e_{yy}=Bk(1+ky)e^{ky}\cos kx,\qquad 2e_{xy}=2Bk(1+ky)e^{ky}\sin kx,$$

so the volume is preserved. With $p=-2GBk\,e^{ky}\cos kx$ the stresses are

$$\begin{aligned}s_{xx}&=2GBk(2+ky)e^{ky}\cos kx,\\ s_{yy}&=-2GBk\,ky\,e^{ky}\cos kx,\\ s_{xy}&=2GBk(1+ky)e^{ky}\sin kx.\end{aligned}$$

Equilibrium holds: $\partial_xs_{xx}$ and $\partial_ys_{xy}$ are $\mp2GBk^2(2+ky)e^{ky}\sin kx$, while $\partial_xs_{xy}$ and $\partial_ys_{yy}$ are $\pm2GBk^2(1+ky)e^{ky}\cos kx$. Each pair cancels.

At $y=0$ the normal stress vanishes, and the shear condition gives $2GB=-\sigma_0A$. Hence $s_{xx}(x,0)=-2\sigma_0Ak\cos kx$. At a trough, where $\cos kx=-1$, the stress is $\sigma_0(1+2Ak)$.

The two units in the number 2 have equal sources here. The stretching strain contributes $2Ge_{xx}=-\sigma_0Ak\cos kx$. The pressure that keeps $s_{yy}=0$ contributes the same amount again. The modulus has dropped out.

## 2. Any isotropic solid

**Assumptions.** The solid is linear elastic, isotropic and deep compared with $1/k$. The ripple adds a plane deformation without mean strain. A uniform $\sigma_{zz}$ may be present. It exerts no force on the surface, whose normal has no $z$ component.

**Boundary conditions.** The exact conditions on $y=h$ are

$$\sigma_{xy}-h'\sigma_{xx}=0,\qquad \sigma_{yy}-h'\sigma_{xy}=0. \tag{2}$$

Write $\sigma_{xx}=\sigma_0+s_{xx}$, $\sigma_{yy}=s_{yy}$ and $\sigma_{xy}=s_{xy}$, with every $s_{ij}$ of order $\sigma_0Ak$. The products $h's_{ij}$ are of second order. So is the shift from $y=h$ to $y=0$, because $s_{ij}(x,h)-s_{ij}(x,0)\approx h\,\partial_ys_{ij}$ is of order $A\cdot k\cdot\sigma_0Ak$. What remains is (1).

**Field equation.** Equilibrium is satisfied by an Airy function $\varphi$:

$$s_{xx}=\varphi_{yy},\qquad s_{yy}=\varphi_{xx},\qquad s_{xy}=-\varphi_{xy}.$$

Subscripts on $\varphi$ denote derivatives. In plane strain, with Young's modulus $E$ and Poisson's ratio $\nu$,

$$Ee_{xx}=(1-\nu^2)s_{xx}-\nu(1+\nu)s_{yy},\qquad Ee_{xy}=(1+\nu)s_{xy},$$

and $e_{yy}$ follows by exchanging $x$ and $y$. Strains derived from a displacement obey $\partial_y^2e_{xx}+\partial_x^2e_{yy}=2\partial_x\partial_ye_{xy}$. Inserting the strains and dividing by $(1+\nu)/E$ gives

$$(1-\nu)(\varphi_{yyyy}+\varphi_{xxxx})-2\nu\varphi_{xxyy}=-2\varphi_{xxyy}.$$

Collecting terms leaves $(1-\nu)\nabla^4\varphi=0$, so $\nabla^4\varphi=0$.

**Solution.** The load has period $2\pi/k$ and calls for $\varphi=F(y)\cos kx$. Then $(d^2/dy^2-k^2)^2F=0$. The roots $\pm k$ are double, and decay for $y\to-\infty$ leaves $F=(a+by)e^{ky}$. At the surface

$$s_{yy}=-k^2a\cos kx,\qquad s_{xy}=k(b+ka)\sin kx .$$

Comparison with (1) gives $a=0$ and $b=-\sigma_0A$. Since $(ye^{ky})''=(2k+k^2y)e^{ky}$,

$$s_{xx}=-\sigma_0Ak(2+ky)e^{ky}\cos kx. \tag{3}$$

**Tangential stress.** With the unit tangent $(1,h')/\sqrt{1+h'^2}$,

$$\sigma_t=\frac{\sigma_{xx}+2h'\sigma_{xy}+h'^2\sigma_{yy}}{1+h'^2}.$$

This differs from $\sigma_{xx}$ at second order. Therefore

$$\boxed{\;\sigma_t(x)=\sigma_0\,[1-2Ak\cos kx]+O\big(\sigma_0(Ak)^2\big)\;} \tag{4}$$

Troughs carry $\sigma_0(1+2Ak)$ and crests $\sigma_0(1-2Ak)$. The magnitude rises at troughs in tension and in compression alike. When $A\to0$ at fixed $k$, or $k\to0$ at fixed $A$, the flat-surface stress returns.

Equation (3) also gives the depth of the disturbance. Below a trough the added $s_{xx}$ has the sign of $\sigma_0$ down to $y=-2/k$. Deeper down it has the opposite sign, reaches its largest reversed value at $y=-3/k$ and then decays.

## 3. Forms for implementation

In terms of wavelength $\lambda=2\pi/k$ and peak-to-valley height $H=2A$, the trough factor is

$$1+2Ak=1+\frac{4\pi A}{\lambda}=1+\frac{2\pi H}{\lambda}.$$

Entering $H$ where $A$ belongs doubles the enhancement.

The first-order problem is linear in $h$ and unchanged by a shift along $x$. A shallow profile with several components therefore gives

$$h=\sum_nA_n\cos(k_nx+\delta_n)\;\Rightarrow\;\sigma_t=\sigma_0\Big[1-2\sum_nA_nk_n\cos(k_nx+\delta_n)\Big],\quad k_n>0.$$

On a periodic grid, multiply each Fourier coefficient of $h$ by $-2\sigma_0|k|$, transform back and add $\sigma_0$. The multiplier is $|k|$, whereas curvature would give $k^2$. The stress is thus not a function of local curvature alone.

**Film on a substrate.** Suppose that misfit stress $\sigma_0$ exists in a film only, and that film and substrate have equal elastic constants. The flat state, with $\sigma_0$ in the film and no stress below, is in equilibrium: the jump in $\sigma_{xx}$ exerts no force across a horizontal interface. The added field must cancel the force $-\sigma_0h'$ at the surface, as before, in a body of uniform stiffness. Equation (4) follows unchanged if the troughs stay inside the film.

## 4. The next order

Let $\epsilon=Ak$ and $\theta=kx$. The first-order field has, near the surface,

$$\begin{aligned}s_{xx}&=-2\sigma_0\epsilon\cos\theta, & s_{xy}&=-\sigma_0\epsilon\sin\theta,\\ \partial_ys_{xy}&=-2\sigma_0\epsilon k\sin\theta, & \partial_ys_{yy}&=\sigma_0\epsilon k\cos\theta .\end{aligned}$$

Let $r_{ij}$ be the second-order stress. The second-order parts of (2) are

$$\begin{aligned}r_{xy}&=h's_{xx}-h\,\partial_ys_{xy}=\sigma_0\epsilon^2(2+2)\sin\theta\cos\theta=2\sigma_0\epsilon^2\sin2\theta,\\ r_{yy}&=h's_{xy}-h\,\partial_ys_{yy}=\sigma_0\epsilon^2(\sin^2\theta-\cos^2\theta)=-\sigma_0\epsilon^2\cos2\theta .\end{aligned}$$

The decaying Airy function is now $(\alpha+\beta y)e^{2ky}\cos2kx$. It gives $r_{yy}=-4k^2\alpha\cos2\theta$ and $r_{xy}=2k(\beta+2k\alpha)\sin2\theta$ at $y=0$. Hence $\alpha=\sigma_0A^2/4$ and $\beta=\sigma_0A^2k/2$.

The trace of the stress is the same in every set of axes, and the normal stress vanishes on the free surface. There $\sigma_t=\sigma_{xx}+\sigma_{yy}$. The first-order trace is $-2\sigma_0\epsilon e^{ky}\cos\theta$. At $y=h$ its second-order part is $-2\sigma_0\epsilon^2\cos^2\theta$. The new field adds $4k\beta\cos2\theta=2\sigma_0\epsilon^2\cos2\theta$. With $\cos2\theta=2\cos^2\theta-1$ the sum is $-2\sigma_0\epsilon^2\sin^2\theta$:

$$\sigma_t=\sigma_0[1-2\epsilon\cos\theta-2\epsilon^2\sin^2\theta]+O(\sigma_0\epsilon^3). \tag{5}$$

The second-order term vanishes at troughs and crests. The factor $1+2Ak$ is therefore in error only from third order onward.

The size of that error follows from a numerical solution for the displacements on the true profile, by spectral elements, for an isotropic solid:

| $Ak$ | $1+2Ak$ | Full trough factor | Full crest factor |
|---:|---:|---:|---:|
| 0.05 | 1.1000 | 1.0998 | 0.9002 |
| 0.10 | 1.2000 | 1.1986 | 0.8016 |
| 0.20 | 1.4000 | 1.3895 | 0.6125 |
| 0.30 | 1.6000 | 1.5675 | 0.4419 |

At these slopes the first-order law overstates the trough stress. From $Ak=0.1$ to $0.2$ the error grows from 0.00142 to 0.01054, a factor of 7.4, close to the 8 of a cubic term. At $Ak=0.3$ the predicted enhancement of 0.6 is about 6 % above the full enhancement of 0.5675.

## 5. Cubic crystals and surface stress

Let $x$ and $y$ lie along cube axes. For plane strain the added strains are

$$e_{xx}=S_{11}s_{xx}+S_{12}s_{yy},\quad e_{yy}=S_{12}s_{xx}+S_{11}s_{yy},\quad 2e_{xy}=S_{66}s_{xy}.$$

These $S$ are plane-strain compliances, found by inverting the in-plane stiffness relation:

$$S_{11}=\frac{C_{11}}{C_{11}^2-C_{12}^2},\qquad S_{12}=\frac{-C_{12}}{C_{11}^2-C_{12}^2},\qquad S_{66}=\frac1{C_{44}}.$$

Compatibility of the strains gives

$$S_{11}(\varphi_{xxxx}+\varphi_{yyyy})+(2S_{12}+S_{66})\varphi_{xxyy}=0 .$$

For $\varphi\propto e^{pky}\cos kx$ this becomes

$$p^4-Rp^2+1=0,\qquad R=\frac{2S_{12}+S_{66}}{S_{11}} .$$

Decay selects the two roots $p_1,p_2$ with positive real part. They are both real or form a conjugate pair, so $p_1p_2>0$. Since $p_1^2p_2^2=1$, $p_1p_2=1$. Also $p_1^2+p_2^2=R$, so $p_1+p_2=\sqrt{R+2}$.

A constant surface stress $f$, a force per length, can be included at the same time. The forces $f$ on the two ends of a surface element differ by $f\,d\mathbf t/ds$ per length, where $\mathbf t$ is the unit tangent and $s$ the arc length. The solid must balance this, so to first order $s_{yy}(x,0)=fh''=-fAk^2\cos kx$. The shear condition in (1) is unchanged.

For distinct roots write $\varphi=(c_1e^{p_1ky}+c_2e^{p_2ky})\cos kx$. The surface conditions are

$$c_1+c_2=fA,\qquad k(p_1c_1+p_2c_2)=-\sigma_0A .$$

Each root obeys $p^2=(p_1+p_2)p-p_1p_2$. Hence, at $y=0$,

$$\begin{aligned}s_{xx}&=k^2(p_1^2c_1+p_2^2c_2)\cos kx\\&=-\left[(p_1+p_2)\sigma_0Ak+fAk^2\right]\cos kx .\end{aligned}$$

The trough factor becomes

$$1+NAk,\qquad N=\sqrt{2+R}+\frac{fk}{\sigma_0}. \tag{6}$$

For an isotropic solid $R=2$. The double root is the limit of two merging roots, and $N=2+fk/\sigma_0$. Surface stress matters most at short wavelength and small $|\sigma_0|$. The expression assumes that $f$ does not change with surface strain or orientation.

## 6. A silicon-germanium film

Take a Si$_{0.75}$Ge$_{0.25}$ film on Si(001), with ripples along [100], $\lambda=200$ nm, $A=3$ nm and mean thickness 50 nm. As inputs, choose the stiffnesses $(C_{11},C_{12},C_{44})$ as $(166,64,80)$ GPa for Si and $(129,48,67)$ GPa for Ge. They should be trusted to two figures at most as values for the real crystals; further digits below serve only to follow the calculation and compare the effects. Linear interpolation gives $(156.75,60.00,76.75)$ GPa for the film. A rough Ge-Si misfit of 0.042, interpolated linearly, gives a film strain $\varepsilon=-0.25\times0.042=-1.05\,\%$. The measured lattice constant of the alloy lies below this linear interpolation, and the real strain at this composition is closer to $-0.95\,\%$. That would lower the magnitude of every stress below by about 10 %, or 0.2 GPa at the trough, more than all the elastic corrections listed below together. The trough factors would barely change.

The flat film is strained by $\varepsilon$ along $x$ and $z$ and is free along $y$. From $\sigma_{yy}=0$ the normal strain is $-2C_{12}\varepsilon/C_{11}$. Hence

$$\sigma_0=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon=170.8\times(-0.0105)=-1.794\ \text{GPa}.$$

The wavenumber is $k=2\pi/200=0.03142$ nm$^{-1}$, so $Ak=0.0942$. The isotropic first-order law gives

$$\begin{aligned}\text{trough: }&-1.794\times1.1885=-2.13\ \text{GPa},\\ \text{crest: }&-1.794\times0.8115=-1.46\ \text{GPa}.\end{aligned}$$

In this isotropic law, a ripple 6 nm high from peak to valley, on a period of 200 nm, separates trough and crest stress by about 0.68 GPa. With the film's cubic stiffness and the finite slope included, the difference is about 0.58 GPa.

For the film's cubic constants,

$$R=\frac{-120+(156.75^2-60^2)/76.75}{156.75}=0.978,\qquad \sqrt{2+R}=1.726 .$$

The coefficient 2 is too large by 0.27 for this orientation. Spectral-element solutions on the true profile give these trough factors as effects are added in turn:

- Finite slope, isotropic solid: 1.1873.
- Finite slope and cubic stiffness, equal substrate: 1.1619.
- The same film on a silicon substrate: 1.1610.
- With surface stress of rough size 1 N/m added: 1.1595 for positive $f$, 1.1625 for negative $f$.

Anisotropy is the largest of these corrections. It lowers the enhancement from 0.1873 to 0.1619, or by 14 %. For positive $f$, $fk/\sigma_0=-0.0175$, and (6) predicts a change of $-0.0175\times0.0942=-0.0016$, near the computed $-0.0015$. With the silicon substrate and positive $f$, the trough stress is $-2.08$ GPa, against $-2.13$ GPa from the simple law. A finer and deeper mesh changes that trough factor by about $10^{-8}$. The uncertainty lies in the rough inputs and the model.

As a description of a real film, the parameters represent a moderately strained alloy layer with a gentle ripple. At 50 nm, however, the film is well above the equilibrium limit for misfit dislocations. Simple line-energy estimates for 60° dislocations put that limit between about 6 and 18 nm, depending on the elastic constant and core energy assumed. Full coherent strain is therefore at best metastable here, and misfit dislocations can break it. If they relax 20 % of the misfit uniformly, the first-order trough stress falls to $-1.71$ GPa, a larger change than any correction above, while the factor 1.1885 stays the same. The local fields of the dislocations are not included. Surfaces rippled in two directions or bounded by facets need a different profile and, in general, a three-dimensional solution. The theory also neglects the effect of the existing stress on the elastic response. The ratio $|\sigma_0|/C_{44}=2.3\,\%$ indicates the scale of such terms, but is not a computed error.

## 7. Use in surface evolution

The result supplies the elastic driving force for surface diffusion. For an isotropic solid, $s_{yy}=0$ at the surface to first order and the ripple adds no $e_{zz}$. The elastic energy density therefore changes by

$$\delta w=\sigma_0e_{xx}=\frac{1-\nu^2}{E}\sigma_0s_{xx}=-\frac{2(1-\nu^2)\sigma_0^2}{E}Ak\cos kx .$$

It rises at troughs for either sign of $\sigma_0$. Let $\gamma$ be a constant surface energy, and neglect the separate effect of surface stress. The area energy $\gamma\int\sqrt{1+h'^2}\,dx$ changes by $-\gamma h''$ per added volume at small slope. Coherently added material also brings its elastic energy density $w$; the accompanying relaxation of the solid costs nothing further at first order, because the solid is in equilibrium. The varying energy per added volume is then

$$\delta w-\gamma h''=\left[\gamma k^2-\frac{2(1-\nu^2)\sigma_0^2k}{E}\right]A\cos kx .$$

If the bracket is negative, material lowers the energy by moving from troughs to crests, and the ripple grows. This requires

$$k<\frac{2(1-\nu^2)\sigma_0^2}{E\gamma}.$$

Shorter ripples are flattened by surface energy. As a growing ripple steepens, the linear stress law loses accuracy as the table in Section 4 shows, and a calculation that follows it further needs the stress on the actual profile.
